# Electron energy needed for a 15 eV recoil of silicon-28: a numerical check

```python
"""
Result under test: an electron of kinetic energy E that hits a resting
nucleus head-on and elastically gives it the recoil energy
    T = 2 M E (E + 2 m) / ((m + M)^2 + 2 M E),
so that T = 15 eV for silicon-28 needs E of about 165 keV.
Symbols: m, M = rest energies of electron and nucleus; E, T = kinetic
energies; momenta are multiplied by c. Everything is in eV.
The nuclear mass is taken as 28 atomic mass units.
Reference values come from Lorentz boosts to the centre-of-momentum
frame and back, not from the formula.
"""
from mpmath import mp, mpf, sqrt, cos, sin, pi
from scipy.constants import physical_constants

mp.dps = 50
m = mpf(physical_constants["electron mass energy equivalent in MeV"][0]) * 10**6
u = mpf(physical_constants[
    "atomic mass constant energy equivalent in MeV"][0]) * 10**6
M = 28 * u
T_target = mpf(15)
keV = mpf(1000)


def boost(energy, px, beta):
    """Energy and x-momentum seen from a frame moving at +beta along x."""
    gamma = 1 / sqrt(1 - beta**2)
    return gamma * (energy - beta * px), gamma * (px - beta * energy)


def collide(E, theta, M_nuc=M):
    """Elastic collision with centre-of-momentum scattering angle theta.
    Returns lab (energy, px, py) of the electron and of the nucleus."""
    W = E + m
    p = sqrt(W**2 - m**2)
    beta = p / (W + M_nuc)
    result = []
    for energy, px in ((W, p), (M_nuc, mpf(0))):
        e_cm, p_cm = boost(energy, px, beta)
        e_lab, px_lab = boost(e_cm, p_cm * cos(theta), -beta)
        result.append((e_lab, px_lab, p_cm * sin(theta)))
    return result


def recoil_by_boost(E, M_nuc=M):
    return collide(E, pi, M_nuc)[1][0] - M_nuc


def energy_by_bisection(T, M_nuc=M):
    low, high = mpf(1), mpf(10)**7
    for _ in range(120):
        middle = (low + high) / 2
        if recoil_by_boost(middle, M_nuc) < T:
            low = middle
        else:
            high = middle
    return (low + high) / 2


def recoil_formula(E):
    return 2 * M * E * (E + 2 * m) / ((m + M)**2 + 2 * M * E)


def recoil_angle_formula(E, cos2):
    p2 = E * (E + 2 * m)
    return 2 * M * p2 * cos2 / ((E + m + M)**2 - p2 * cos2)


def energy_formula(T):
    return T / 2 - m + sqrt((1 + T / (2 * M)) * (m**2 + M * T / 2))


# Conservation, angular formula and head-on maximum
for E in (20 * keV, 165 * keV, 3000 * keV):
    transfers = []
    for k in range(1, 21):
        electron, nucleus = collide(E, pi * k / 20)
        T = nucleus[0] - M
        p_in = sqrt(E * (E + 2 * m))
        assert abs(electron[0] + nucleus[0] - E - m - M) < mpf(10)**-25
        assert abs(electron[1] + nucleus[1] - p_in) < mpf(10)**-25
        assert abs(electron[2] + nucleus[2]) < mpf(10)**-25
        cos2 = nucleus[1]**2 / (nucleus[1]**2 + nucleus[2]**2)
        assert abs(recoil_angle_formula(E, cos2) / T - 1) < mpf(10)**-25
        transfers.append(T)
    assert max(transfers) == transfers[-1]      # last angle is head-on
    assert abs(recoil_formula(E) / transfers[-1] - 1) < mpf(10)**-25

# The head-on recoil energy rises with the electron energy
rising = [recoil_by_boost(mpf(10)**(3 + mpf(k) / 10)) for k in range(41)]
assert all(a < b for a, b in zip(rising, rising[1:]))

# Solved formula against bisection, also far from the target value
for T in (mpf(1), T_target, mpf(500)):
    assert abs(energy_formula(T) / energy_by_bisection(T) - 1) < mpf(10)**-20

E_exact = energy_by_bisection(T_target)
assert abs(E_exact - 165 * keV) < keV / 2       # rounds to 165 keV

# Shortcut for a very heavy nucleus: low by about half the recoil energy
E_short = sqrt(m**2 + M * T_target / 2) - m
assert abs((E_exact - E_short) - T_target / 2) < mpf("0.01")

# Momentum picture: the electron rebounds with nearly the same momentum
electron, nucleus = collide(E_exact, pi)
p_before = sqrt(E_exact * (E_exact + 2 * m))
p_after = electron[1]
P_nucleus = nucleus[1]
assert p_after < 0
assert abs(P_nucleus / (2 * p_before) - 1) < mpf("1e-4")
assert abs(sqrt(2 * M * T_target) / P_nucleus - 1) < mpf("1e-8")

# Newtonian collision: reverse velocities in the centre-of-mass frame
E_newton = T_target * (m + M)**2 / (4 * m * M)
v = sqrt(2 * E_newton / m)
v_cm = m * v / (m + M)
v_nucleus = -(0 - v_cm) + v_cm
assert abs(M * v_nucleus**2 / 2 / T_target - 1) < mpf(10)**-25
ratio = E_newton / E_exact
assert abs(ratio - 1 - (E_exact - T_target) / (2 * m)) < mpf(10)**-20
assert abs(ratio - 1 - E_exact / (2 * m)) < mpf("5e-5")

# Sensitivity to the nuclear mass
E_light = energy_by_bisection(T_target, M * mpf("0.998"))
E_heavy = energy_by_bisection(T_target, M * mpf("1.002"))
assert abs(E_light - 165 * keV) < keV / 2
assert abs(E_heavy - 165 * keV) < keV / 2


def show(label, value, digits, unit):
    print(f"{label}: {float(value):.{digits}f} {unit}")


show("Target recoil energy T", T_target, 1, "eV")
show("Electron rest energy m", m / keV, 3, "keV")
show("Nuclear rest energy M (28 u)", M / keV, 0, "keV")
show("Product M*T/2", M * T_target / 2 / keV**2, 0, "keV^2")
show("Square m^2", m**2 / keV**2, 0, "keV^2")
show("Root sqrt(m^2 + M*T/2)", (E_short + m) / keV, 2, "keV")
show("Electron energy, shortcut", E_short / keV, 3, "keV")
show("Electron energy, full kinematics", E_exact / keV, 3, "keV")
show("Full minus shortcut", E_exact - E_short, 2, "eV")
show("Nuclear momentum times c", P_nucleus / keV, 2, "keV")
show("Electron momentum times c, before", p_before / keV, 2, "keV")
show("Electron momentum times c, after", p_after / keV, 2, "keV")
show("Newtonian electron energy", E_newton / keV, 1, "keV")
show("Newtonian / relativistic energy", ratio, 4, "(no unit)")
show("1 + E/(2m)", 1 + E_exact / (2 * m), 4, "(no unit)")
show("Electron energy, M lower by 0.2 %", E_light / keV, 2, "keV")
show("Electron energy, M higher by 0.2 %", E_heavy / keV, 2, "keV")
for beam in (100, 150, 165, 200):
    show(f"Largest recoil energy at {beam} keV",
         recoil_by_boost(beam * keV), 2, "eV")
print("ALL CHECKS PASSED")
```

It prints:

```
Target recoil energy T: 15.0 eV
Electron rest energy m: 510.999 keV
Nuclear rest energy M (28 u): 26081835 keV
Product M*T/2: 195614 keV^2
Square m^2: 261120 keV^2
Root sqrt(m^2 + M*T/2): 675.82 keV
Electron energy, shortcut: 164.822 keV
Electron energy, full kinematics: 164.829 keV
Full minus shortcut: 7.50 eV
Nuclear momentum times c: 884.56 keV
Electron momentum times c, before: 442.29 keV
Electron momentum times c, after: -442.27 keV
Newtonian electron energy: 191.4 keV
Newtonian / relativistic energy: 1.1613 (no unit)
1 + E/(2m): 1.1613 (no unit)
Electron energy, M lower by 0.2 %: 164.54 keV
Electron energy, M higher by 0.2 %: 165.12 keV
Largest recoil energy at 100 keV: 8.60 eV
Largest recoil energy at 150 keV: 13.48 eV
Largest recoil energy at 165 keV: 15.02 eV
Largest recoil energy at 200 keV: 18.74 eV
ALL CHECKS PASSED
```
